Doping at which contact tunnelling energy equals room-temperature thermal energy

**Problem**

A metal touches an n-type semiconductor with uniform donor density N. The tunnelling mass is m = 0.26 electron masses, the permittivity is ε = 11.7 ε₀ and the temperature is 300 K, so kT = 0.02585 eV. At zero bias the bands bend upward towards the metal by an energy Eb. The Padovani-Stratton energy E₀₀ is defined through the WKB probability that an electron at the bulk conduction-band edge tunnels to the metal:

T(0) = exp(−Eb/E₀₀).

(a) At which doping does E₀₀ equal kT?

(b) At that doping, rounded to one figure, at what energy do most electrons cross, and are the tunnelling and thermionic currents then equal?

Here q is the positive elementary charge, x is the distance from the metal, and the electron energy E is measured from the bulk band edge. All donors in a layer of width W are taken as ionized, with no mobile electrons there. Formulas are in SI form.

**A tempting solution**

The charge in the layer is qN per volume. By Gauss's law, the electron energy at the interface falls with the slope

s = q²NW/ε.

The total drop is Eb = q²NW²/(2ε), so s = 2Eb/W. Since the field is strongest at the interface, one replaces the barrier by a triangle with this slope:

V(x) = Eb − s x.

The triangle reaches zero at x = Eb/s = W/2. Its WKB exponent at E = 0 is

(2/ħ) ∫ √(2m(Eb − s x)) dx = 4√(2m) Eb^(3/2)/(3ħs),

with the integral taken from 0 to Eb/s. Inserting s = 2Eb/W gives

(2/3) √(2m Eb) W/ħ.

With W = √(2εEb/(q²N)) this becomes

(4/3)(Eb/ħ) √(mε/(q²N)).

The exponent is proportional to Eb, as the definition demands, and one reads off

E₀₀ = (3ħ/4) √(q²N/(mε))   (wrong).

Setting this equal to kT yields

N = (16/9) mε(kT)²/(ħ²q²) ≈ 2.6 × 10¹⁸ cm⁻³   (wrong).

**Where it fails**

The WKB formula, Gauss's law and the algebra are sound. The fault is the constant slope. Moving away from the metal, less and less donor charge remains between the electron and the neutral bulk, so the field falls linearly and vanishes at x = W. The true barrier flattens out and is W thick at the band edge, while the triangle is only W/2 thick. An electron at E = 0 must cross this long foot, which the triangle has cut off. That the exponent came out proportional to Eb was no safeguard: any barrier shape that scales with Eb and W has this property, and the shape sets the numerical factor.

**Right solution, part (a)**

The donor charge density is +qN, so the electrostatic potential φ obeys φ″ = −qN/ε. The electron energy is V = −qφ apart from a constant, hence

V″ = q²N/ε.

At the depletion edge both V and V′ vanish. Integrating twice from there gives

V(x) = (q²N/(2ε)) (W − x)².

The condition V(0) = Eb fixes the width:

W² = 2εEb/(q²N), and V(x) = Eb(1 − x/W)².

At E = 0 the square root in the WKB integral is linear in x:

(2/ħ) ∫ √(2mV) dx = (2√(2m Eb)/ħ) ∫ (1 − x/W) dx.

The last integral, from 0 to W, is W/2. The exponent is therefore

√(2m Eb) W/ħ = (2Eb/ħ) √(mε/(q²N)).

By definition this equals Eb/E₀₀, so

E₀₀ = (ħ/2) √(q²N/(mε)).

The triangle gave two thirds of this exponent, and so an energy 3/2 times too large. For a given E₀₀, the required N varies as the inverse square of the numerical prefactor, so its doping was only 4/9 of the correct value.

The result has a simple reading. Written as ½mω²(W − x)², the barrier is one side of a harmonic well with ω² = q²N/(mε), and E₀₀ = ħω/2 is the zero-point energy of that well. The same ω is the plasma frequency of electrons with density N and mass m in this medium.

Setting E₀₀ = kT and squaring,

(ħ²/4) q²N/(mε) = (kT)²,

N* = 4mε(kT)²/(ħ²q²) = 4mε(kT/q)²/ħ².

The second form needs only the thermal voltage. The inputs are

m = 0.26 × 9.109 × 10⁻³¹ kg = 2.368 × 10⁻³¹ kg,

ε = 11.7 × 8.854 × 10⁻¹² F/m = 1.036 × 10⁻¹⁰ F/m,

(kT/q)² = (0.02585 V)² = 6.682 × 10⁻⁴ V²,

ħ² = (1.0546 × 10⁻³⁴ J s)² = 1.112 × 10⁻⁶⁸ J² s².

They give

N* = 5.90 × 10²⁴ m⁻³ = 5.90 × 10¹⁸ cm⁻³.

To one figure the answer is 6 × 10¹⁸ cm⁻³. At exactly this rounded doping,

E₀₀ = kT √(6.00/5.898) = 0.02607 eV,

which is 0.9 per cent above kT. Because N* varies as T², taking room temperature as 293.15 K instead gives 5.63 × 10¹⁸ cm⁻³.

A numerical route that does not use the closed formula agrees. The donor charge was integrated twice to build the barrier, the WKB exponent was found by quadrature, and the doping was varied until Eb divided by the exponent equalled kT. The root was 5.898 × 10¹⁸ cm⁻³.

**Right solution, part (b)**

Few electrons have high energy, but those that do meet a thinner barrier. To find the compromise, the exponent is needed at any E between 0 and Eb. Let e = E/Eb and u = 1 − x/W. The electron is under the barrier for √e < u < 1. Using √(2m Eb) W/ħ = Eb/E₀₀,

g(E) = 2(Eb/E₀₀) ∫ √(u² − e) du, from √e to 1.

An antiderivative of √(u² − e) is

½[u√(u² − e) − e ln(u + √(u² − e))],

as differentiation confirms. At the lower limit the root vanishes and the logarithm is ln √e. With ln(z + √(z² − 1)) = arcosh z and z = 1/√e, the result is

g(E) = (Eb/E₀₀)[√(1 − e) − e arcosh(1/√e)].

For the derivative, differentiate under the integral. The moving lower limit contributes nothing, because the integrand is zero there:

dg/dE = −(1/E₀₀) ∫ du/√(u² − e) = −(1/E₀₀) arcosh(1/√e).

For an isotropic parabolic band and Boltzmann electrons, integrating over motion parallel to the interface leaves a current proportional to

J ∝ ∫ exp[−g(E) − E/kT] dE,

where E is the energy of motion towards the metal. The integrand peaks where dg/dE = −1/kT. Writing a = E₀₀/kT,

arcosh(1/√e) = a, so E_m = Eb/cosh² a.

This is a maximum of the integrand because d²g/dE² = 1/(2E₀₀Eb e√(1 − e)) is positive. At the peak √(1 − e) = tanh a, and the total exponent is

(Eb/E₀₀)(tanh a − a/cosh² a) + Eb/(kT cosh² a).

Since 1/kT = a/E₀₀, the last two terms cancel. What remains is

Eb tanh a/E₀₀ = Eb/E₀, with E₀ = E₀₀ coth(E₀₀/kT).

When E₀₀ = kT, the peak lies at Eb/cosh² 1 = 0.42 Eb: electrons are first thermally excited part of the way up and then tunnel. This is thermionic-field emission.

**Numbers for a contact**

A palladium silicide contact on n-type silicon has a barrier of roughly 0.7 eV from the Fermi level to the band edge at the interface. At 6 × 10¹⁸ cm⁻³ the calculated bulk Fermi level lies 0.0373 eV below the band edge, so

Eb = 0.70 − 0.0373 = 0.6627 eV.

The depletion width is 11.95 nm, and the largest field is

2Eb/(qW) = 2 × 0.6627 V/11.95 nm = 1.11 MV/cm.

The band-edge exponent is 0.6627/0.02607 = 25.4. The triangle would give 16.9 and overstate the transmission by a factor exp(8.5), about 5000.

With a = 1.0086 the peak is at E_m = 0.4145 Eb = 0.275 eV, and E₀ = 0.0341 eV, or 1.32 kT. The peak lies 0.31 eV, about 12 kT, above the Fermi level, so Boltzmann weights are adequate there.

To compare currents, treat the integrand as a Gaussian around E_m. Its standard deviation σ follows from the second derivative:

σ² = 2E₀₀Eb e√(1 − e)
= 2 × 0.02607 × 0.6627 × 0.4145 × 0.765 eV²,

which gives σ = 0.105 eV. The thermionic current, with unit transmission above the barrier, is proportional to ∫ exp(−E/kT) dE from Eb upward, which is kT exp(−Eb/kT). The ratio is therefore

J_tun/J_th ≈ (√(2π) σ/kT) exp(Eb/kT − Eb/E₀)
≈ 10.2 × exp(25.63 − 19.45) ≈ 4.9 × 10³.

Direct integration of the WKB current gives 4.8 × 10³. **The currents are far from equal when E₀₀ = kT.** That condition compares two energy scales; the currents also contain Eb/kT, which is large here. With Eb held at 0.6627 eV, the two currents become equal near 3 × 10¹⁶ cm⁻³, some 200 times below N*. This last doping is a crude estimate, because the relevant electrons are then close to the barrier top, where WKB is poor. Unit transmission above the top is also an idealization. With the model metal described next, only about a third of the electrons above the top are transmitted, and the full wave solution gives a ratio near 1.3 × 10⁴ and equal currents near 4 × 10¹⁶ cm⁻³.

The WKB exponent itself was tested at 6 × 10¹⁸ cm⁻³ by solving the Schrödinger equation numerically for E/Eb = 0.20, 0.30 and 0.42. The metal was a flat band with the same mass and its bottom 5 eV below the semiconductor band edge. The abrupt interface multiplies exp(−g) by 4kκ/(k² + κ²), where k is the wave number in the metal and κ the decay constant just inside the barrier. With this factor included, the largest difference in ln T was 0.028, or about 3 per cent in T.

**Dependence on barrier height, and contact resistance**

At fixed doping and temperature, the whole exponent is Eb times a function of e. Changing variable from E to e brings out a factor Eb, while the Gaussian width in e varies as 1/√Eb. Hence

J ∝ √Eb exp(−Eb/E₀),

−d ln J/dEb = 1/E₀ − 1/(2Eb) = 29.34 − 0.75 = 28.59 eV⁻¹.

Differentiating the numerically integrated current gives 28.56 eV⁻¹.

This also governs the resistance of the contact. For a small voltage v, the occupations on the two sides differ by a fraction qv/kT. The change of the barrier with v multiplies an occupation difference that is already of first order, so it does not enter the linear response. If J is the one-way current density at zero bias, the net current density is Jqv/kT, and the specific contact resistance is

ρ = kT/(qJ).

Its main dependence on barrier height is thus exp(Eb/E₀).

**Low and high doping**

For a ≪ 1, coth a ≈ 1/a + a/3, so

E₀ ≈ kT(1 + a²/3), E_m ≈ Eb(1 − a²).

Electrons cross near the top. There the triangle is justified: with δ = 1 − e, arcosh(1/√e) = artanh √δ ≈ √δ + δ^(3/2)/3. Integrating dg/dE from the top, where g = 0, gives

g ≈ (2Eb/(3E₀₀)) δ^(3/2) (1 + δ/5).

The leading term is the triangle's exponent at energy E. The tempting solution thus used a barrier valid near the top to define an energy that belongs to the bottom.

The Gaussian step has its own limit. At 10¹⁷ cm⁻³, a = 0.130, and the formula puts the peak about 11 meV below the top for the same Eb. The corresponding σ is about 24 meV, so the barrier top cuts through the peak and the integral must be done directly.

For a ≫ 1, E₀ tends to E₀₀ and E_m tends to the band edge. At 10²⁰ cm⁻³, E₀₀ = 0.106 eV and a = 4.1. The Fermi level is then inside the band, so Boltzmann weights fail. Electrons near the Fermi level carry most of the current, which is field emission. The formula for E₀₀ still describes the parabolic barrier, but E_m no longer locates the current.

**The model beside real silicon contacts**

The permittivity is that of silicon, and 0.26 is close to its conductivity mass, but a real contact does not have one tunnelling mass. Through a (100) face, four of the six valleys have a mass of roughly 0.19 normal to the interface and two have roughly 0.92. Their separate crossovers are 4.3 × 10¹⁸ and 2.1 × 10¹⁹ cm⁻³. At fixed doping and Eb, changing the mass from 0.26 to 0.19 raises the exponential part of the current by a factor of 4.4. The image force lowers the barrier top by 0.116 eV but raises the exponential part by only 2.8. Lowering Eb by the same amount would give exp(0.116/0.0341), about 30; the image energy falls as 1/x and so acts mainly close to the metal. The thermionic current does gain the full factor exp(0.116 eV/kT), about 90, so the ratio of tunnelling to thermionic current drops from 4.8 × 10³ to about 160, which is still far from equality. Mobile electrons at the depletion edge reduce the exponential part of the current by about 21 per cent. A cube of side W holds about ten donors on average, so random placement suggests a local spread of 16 per cent in E₀₀. In a chip at 358 K the crossover moves to 8.4 × 10¹⁸ cm⁻³. The doping found here only marks a change of regime. The one-band barrier also assumes a parabolic decay law, although the electron passes up to about 0.4 eV below the local band edge in a gap of 1.12 eV. If d is that depth and E_g the gap, a simple two-band model multiplies the squared decay constant by 1 − d/E_g. For the example contact, with E_g = 1.12 eV, this raises the exponential part of the current by about 3.5 and moves the peak from 0.27 to 0.18 eV. The doping at which Eb divided by the band-edge exponent equals kT then falls to about 4 × 10¹⁸ cm⁻³. That model suits a direct gap and overstates the effect in silicon, whose gap is indirect: at the parallel momentum of the four light valleys the valence band lies about 4 eV below the valley. An empirical pseudopotential complex band at that momentum lowers the squared decay constant by only about 7 per cent at d = 0.4 eV, against 36 per cent in the two-band model. With this dependence the exponential part rises by about 1.2, the peak moves to 0.26 eV and the crossover to 5.6 × 10¹⁸ cm⁻³. For these valleys, as long as parallel momentum is conserved, the peak thus stays near 0.4 Eb. Interface states and atomic structure are left out, and the calculated current does not predict a measured contact resistance.

Computed values

```
Tunnelling mass: 0.26 electron masses
Relative permittivity: 11.7
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Example doping: 6.00e+18 cm^-3
E00 at example doping: 0.02607 eV
E00/kT at example doping: 1.0086
Crossover doping, formula: 5.8978e+18 cm^-3
Crossover doping, quadrature: 5.8978e+18 cm^-3
Crossover doping, formula: 5.8978e+24 m^-3
Crossover doping at 293.15 K: 5.632e+18 cm^-3
E00 at 1e+17 cm^-3: 0.00337 eV
E00/kT at 1e+17 cm^-3: 0.130
E00 at 1e+20 cm^-3: 0.10645 eV
E00/kT at 1e+20 cm^-3: 4.118
Rough Pd silicide barrier input: 0.70 eV
Fermi level from band edge: -0.0373 eV
Band bending Eb: 0.6627 eV
Depletion width: 11.95 nm
Maximum field: 1.109 MV/cm
Band-edge WKB exponent: 25.415
Most probable energy, numerical: 0.2747 eV
Most probable energy, formula: 0.2747 eV
Most probable energy/Eb: 0.4145
Slope energy E0: 0.03408 eV
Thermal plus tunnelling exponent: 19.4473
Exponent shift on finer grid: 2.67e-06
Largest wave-WKB error in ln T: 0.0276
Current slope, numerical: 28.556 eV^-1
Current slope, saddle formula: 28.591 eV^-1
Tunnelling/thermionic current ratio: 4839.8
WKB equal-current doping: 3.01e+16 cm^-3
Image-force barrier lowering: 0.1155 eV
Image-force current factor, exponent only: 2.82
Mobile-tail current factor, exponent only: 0.786
Degeneracy shift of Fermi level: 0.00199 eV
Degeneracy current factor, estimate: 1.019
Light valley mass: 0.19 electron masses
Heavy valley mass: 0.92 electron masses
Light-valley crossover: 4.310e+18 cm^-3
Heavy-valley crossover: 2.087e+19 cm^-3
Light-mass current factor, exponent only: 4.35
Mean dopants in cube of side W: 10.24
Estimated random-dopant spread of E00: 15.6 percent
Hot operating temperature: 358 K
Crossover at hot temperature: 8.399e+18 cm^-3
```
